**Decay of Wannier electron-phonon matrix elements and the failure of plain Fourier interpolation in an insulator**

The program tests that \(g_{mn}(\mathbf R_e,\mathbf R_p)=\langle w_{m0}|\partial V_{\mathbf R_p}|w_{n\mathbf R_e}\rangle\) is bounded by \(\sup|\partial V|\int|w_{m0}||w_{n\mathbf R_e}|\) and behaves at large \(R_p\) as \(\delta\,\mathbf Z^*\cdot\nabla W-M:\nabla\nabla W+O(R_p^{-4})\), where \(W=(\det\varepsilon\;\mathbf d\cdot\varepsilon^{-1}\cdot\mathbf d)^{-1/2}\), \(\mathbf d=-\mathbf R_p\), \(\delta=\delta_{mn}\delta_{\mathbf R_e,0}\) and \(M=\tfrac12\delta Q-\mathrm{sym}(\mathbf Z^*\mathbf D)\). Here \(\varepsilon\) is the dielectric tensor, \(\mathbf Z^*\) the Born charge vector, \(Q\) the dynamical quadrupole and \(\mathbf D\) the Wannier pair dipole including the local field \(\mathbf L\), all taken from the short-circuit problem of a tetragonal lattice of Gaussian polarizable clouds that screen a displaced ion self-consistently, with Löwdin \(s\) and \(p_x\) functions as the Wannier basis. It asserts the bound for all \(\mathbf R_p\) on a \(24^3\) mesh using a sampled maximum of the potential, decay rates in \(\mathbf R_e\) within 15% of the zero of \(\det S(i\kappa)\), a small-\(q\) remainder that halves with \(q\), and the derivatives of \(W\) against finite differences. It asserts that tail coefficients extracted from the full solution match the formula within 2% of the largest coefficient in four directions, that the \(R^{-2}\) tail is absent for off-diagonal pairs, and that omitting \(Q\) or \(\mathbf L\) spoils the match. It also asserts the \(q\to0\) limit of the dipole-subtracted error, interpolation exponents within 0.2 of \(1,0,-1,0\), and fast convergence when the Coulomb kernel is replaced by a Thomas-Fermi kernel. The output shows \(\kappa=1.143\) per cell against measured rates 1.119 and 1.170, tail coefficients along \([100]\) of 9.246 eV Å and \(-6.32\) eV Å\(^2\) against 9.262 and \(-6.29\) from the formula, and exponents 0.999, 0.001, \(-1.001\) and 0.002.

## Verification by program

```python
# Result under test: g_mn(Re,Rp) = <w_m0| dV(Rp) |w_nRe> obeys |g| <= sup|dV| * int|w||w|
# (exponential in Re) and, at large Rp, g = delta Zs.grad W - M:grad grad W + O(R^-4), with
# W(d) = 1/sqrt(det eps * d.eps^-1.d), d = -Rp (Wannier centre on the ion), M = Q delta/2 - sym(Zs D),
# delta = delta_mn delta_Re0, Zs Born charge vector (displacement along x), Q dynamical quadrupole,
# D = Wannier pair dipole + local-field term L. In q space
# g - g_shortcircuit = (4pi/Om)[i delta q.Zs + q.M.q]/(q.eps.q) + O(q), so Fourier interpolation
# errors at q ~ 1/N scale as N, 1, 1/N (plain, dipole subtracted, dipole+quadrupole subtracted).
# Model: Gaussian polarizable clouds on a tetragonal lattice screen a displaced ion self-consistently.
# Lengths in angstrom, charges in e, g in eV/angstrom.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10
hartree = sc.physical_constants['Hartree energy in eV'][0]
bohr = sc.physical_constants['Bohr radius'][0] * 1e10
lat = np.array([3.0, 3.0, 3.6]); Om = lat.prod(); cc = 4 * np.pi / Om
alpha, s, sig, Z, eta = 4.0, 1.0, 1.0, 2.0, 1.0
tau_frac = np.array([0.30, 0.20, 0.35]); tau = tau_frac * lat
gamma = (4 * np.pi / 3) / (4 * np.pi * s * s) ** 1.5   # self-field of a cloud, removed
NG = range(-2, 3)
fmt = lambda v, n=4: ' '.join(f'{x:.{n}f}' for x in np.ravel(v))
rms = lambda v: np.sqrt(np.mean(np.abs(v) ** 2))

def lowdin_chain(d, nb):
    x = np.arange(-33 * 16, 33 * 16 + 1) * d / 16; dx = d / 16; cols = []
    for n in range(-30, 31):
        y = x - n * d; gs = np.exp(-y * y / (2 * sig ** 2)) / (np.pi * sig ** 2) ** 0.25
        cols += [gs, np.sqrt(2) * y / sig * gs][:nb]
    B = np.array(cols).T; ev, U = np.linalg.eigh(B.T @ B * dx)
    Wn = B @ (U / np.sqrt(ev)) @ U.T
    return x, dx, (lambda m, n: Wn[:, nb * (n + 30) + m])
X, dX, ux = lowdin_chain(lat[0], 2)
Y, dY, uy = lowdin_chain(lat[1], 1)
Zg, dZ, uz = lowdin_chain(lat[2], 1)
form = lambda rho, x, dx: (lambda K: np.exp(1j * K[..., None] * x) @ rho * dx)
def wpair(m, n, Re):
    return (form(ux(m, 0) * ux(n, Re), X, dX), form(uy(0, 0) ** 2, Y, dY), form(uz(0, 0) ** 2, Zg, dZ))
def probe(t):
    return (lambda K: np.exp(1j * K * t), lambda K: 1 + 0 * K, lambda K: 1 + 0 * K)

def coupling(q, pairs, short=False, k0=0.0):
    """Self-consistent solution at wavevector q (three broadcastable arrays)."""
    sh = np.broadcast_shapes(*[a.shape for a in q])
    K = [{n: q[i] + 2 * np.pi * n / lat[i] for n in NG} for i in range(3)]
    f = [{n: np.exp(-K[i][n] ** 2 * s * s / 2) for n in NG} for i in range(3)]
    ph = [{n: np.exp(1j * K[i][n] * tau[i]) for n in NG} for i in range(3)]
    F = [[{n: P[i](K[i][n]) for n in NG} for i in range(3)] for P in pairs]
    T = {(i, j): np.zeros(sh) for i in range(3) for j in range(i, 3)}
    E = [np.zeros(sh, complex) for _ in range(3)]
    a = [np.zeros(sh, complex) for _ in pairs]
    b = [[np.zeros(sh, complex) for _ in range(3)] for _ in pairs]
    for n in itertools.product(NG, NG, NG):
        if short and n == (0, 0, 0):
            continue
        k = [K[i][n[i]] for i in range(3)]
        K2 = k[0] ** 2 + k[1] ** 2 + k[2] ** 2 + k0 ** 2
        ff = f[0][n[0]] * f[1][n[1]] * f[2][n[2]]
        w = np.where(K2 > 1e-14, ff / np.maximum(K2, 1e-14), 0.0); w2 = w * ff
        phase = ph[0][n[0]] * ph[1][n[1]] * ph[2][n[2]]
        for (i, j) in T:
            T[i, j] += (k[i] * k[j]) * w2
        src = w2 * np.conj(phase) * (-cc * Z * k[0])
        for i in range(3):
            E[i] += src * k[i]
        for ip in range(len(pairs)):
            t = w * (F[ip][0][n[0]] * F[ip][1][n[1]] * F[ip][2][n[2]])
            a[ip] += t * k[0]; t = t * phase
            for i in range(3):
                b[ip][i] += t * k[i]
    M = np.zeros(sh + (3, 3))
    for (i, j) in T:
        M[..., i, j] = M[..., j, i] = cc * T[i, j] + (i == j) * (1 / alpha - gamma)
    p = np.linalg.solve(M, np.stack(E, -1)[..., None])[..., 0]
    bs = [np.stack(x, -1) for x in b]
    g = [1j * cc * e2 * (Z * a[ip] + (bs[ip] * p).sum(-1)) for ip in range(len(pairs))]
    return g, p, M, bs
def qgrid(N):
    fr = np.fft.fftfreq(N) * 2 * np.pi
    return [fr[:, None, None] / lat[0], fr[None, :, None] / lat[1],
            2 * np.pi * np.fft.rfftfreq(N)[None, None, :] / lat[2]]
to_real = lambda g, N: np.fft.irfftn(np.conj(g), s=(N, N, N), axes=(0, 1, 2))
cols = lambda qa: [qa[:, 0], qa[:, 1], qa[:, 2]]

print(f'a, c = {lat[0]:.1f}, {lat[2]:.1f} A; Omega = {Om:.2f} A^3; e^2 = {e2:.4f} eV A')
print(f'alpha = {alpha:.1f} A^3; s = {s:.1f} A; sigma = {sig:.1f} A; Z = {Z:.1f} e; eta = {eta:.1f} 1/A')
print(f'tau (fractional) = {fmt(tau_frac, 2)}; self-field gamma = {gamma:.4f} 1/A^3')

# ---- decay in Re
def detS(kap):
    n = np.arange(-8, 9); d = n * lat[0]; w = np.exp(-d * d / (4 * sig ** 2) - kap * n)
    sp = np.sum(-d / (np.sqrt(2) * sig) * w)
    return w.sum() * np.sum((1 - d * d / (2 * sig ** 2)) * w) + sp * sp
kappa = brentq(detS, 0.2, 1.6)
gq = coupling(qgrid(24), [wpair(0, 1, n) for n in range(11)] + [probe(t) for t in (-1.5, -1, 1, 1.5)])[0]
gR = [to_real(x, 24) for x in gq]
Vmax = max(np.abs(x).max() for x in gR[11:])
O = [np.sum(np.abs(ux(0, 0) * ux(1, n))) * dX for n in range(11)]
print(f'kappa from det S = {kappa:.4f} per cell = {kappa / lat[0]:.4f} 1/A; sampled max|dV| = {Vmax:.3f} eV/A')
for n in range(11):
    assert np.abs(gR[n]).max() <= Vmax * O[n]
    if n in (0, 1, 2, 5, 10):
        print(f'Re={n:2d} cells: g_sp(Re,0) = {gR[n][0, 0, 0]:.3e}, max over Rp = '
              f'{np.abs(gR[n]).max():.3e} eV/A, overlap O = {O[n]:.3e}')
rate_g = np.log(abs(gR[5][0, 0, 0]) * 5 ** .5 / (abs(gR[10][0, 0, 0]) * 10 ** .5)) / 5
rate_O = np.log(O[5] / O[10]) / 5
print(f'decay rate Re=5..10: sqrt(n) g {rate_g:.4f}, O {rate_O:.4f} per cell')
assert abs(rate_g / kappa - 1) < 0.15 and abs(rate_O / kappa - 1) < 0.15  # 1/n prefactor corrections

# ---- long-wave constants from the short-circuit problem
names = ['ss0', 'sp0', 'sp1']; spec = [(0, 0, 0), (0, 1, 0), (0, 1, 1)]; delta = [1.0, 0.0, 0.0]
pairs = [wpair(*x) for x in spec]; h = 1e-3
qs = np.vstack([np.zeros(3), h * np.eye(3), -h * np.eye(3)])
_, p, M, b = coupling(cols(qs), pairs, short=True)
P = Z * np.eye(3)[0] + np.exp(1j * qs @ tau)[:, None] * p
A = np.linalg.inv(M[0]); eps = np.eye(3) + cc * A; Zs = P[0].real
dP = ((P[1:4] - P[4:7]) / (2 * h)).T; Qc = 1j * (dP + dP.T); Q = Qc.real
assert np.abs(Qc.imag).max() < 1e-8 and np.abs(P[0].imag).max() < 1e-10
rt = [np.array([np.sum(ux(m, 0) * ux(n, R) * X) * dX, 0, 0]) for m, n, R in spec]
L = [(cc * A @ (1j * x[0])).real for x in b]
sym = lambda u, v: (np.outer(u, v) + np.outer(v, u)) / 2
Mt = [Q * delta[i] / 2 - sym(Zs, rt[i] + L[i]) for i in range(3)]
print(f'eps diag = {fmt(np.diag(eps))}; Z* (x displacement) = {fmt(Zs)} e')
print(f'Q xx yy zz xy xz yz = {fmt([Q[0,0], Q[1,1], Q[2,2], Q[0,1], Q[0,2], Q[1,2]])} e A')
for i in range(3):
    print(f'{names[i]}: position dipole x = {rt[i][0]:.4f} A; local field L = {fmt(L[i])} A')

rng = np.random.default_rng(1); dirs = rng.normal(size=(8, 3)); dirs /= np.linalg.norm(dirs, axis=1)[:, None]
quad = lambda q, T: np.einsum('ma,ab,mb->m', q, T, q)
g_m1 = lambda q, i: cc * e2 * 1j * delta[i] * (q @ Zs) / quad(q, eps)
g_0 = lambda q, i: cc * e2 * quad(q, Mt[i]) / quad(q, eps)
res = []
for hq in (0.02, 0.01):
    q = hq * dirs; gf = coupling(cols(q), pairs)[0]; gs = coupling(cols(q), pairs, short=True)[0]
    res.append([rms(gf[i] - gs[i] - g_m1(q, i) - g_0(q, i)) for i in range(3)])
res = np.array(res)
print(f'small-q remainder rms (eV/A): q=0.02 1/A {fmt(res[0])}; q=0.01 1/A {fmt(res[1])}')
assert np.all(np.abs(res[1] / res[0] - 0.5) < 0.05)

# ---- anisotropic Green function derivatives against finite differences
ie = np.linalg.inv(eps); sd = np.sqrt(np.linalg.det(eps))
Wf = lambda d: 1 / (sd * np.sqrt(d @ ie @ d))
gradW = lambda d: -(ie @ d) / (sd * (d @ ie @ d) ** 1.5)
hessW = lambda d: (3 * np.outer(ie @ d, ie @ d) / (d @ ie @ d) ** 2.5 - ie / (d @ ie @ d) ** 1.5) / sd
d0 = np.array([3., 2., -4.]); I3 = 2e-3 * np.eye(3)
gfd = np.array([(Wf(d0 + u) - Wf(d0 - u)) / 4e-3 for u in I3])
hfd = np.array([[(Wf(d0+u+v) - Wf(d0+u-v) - Wf(d0-u+v) + Wf(d0-u-v)) / 1.6e-5 for v in I3] for u in I3])
assert np.abs(gfd - gradW(d0)).max() < 1e-5 * np.abs(gfd).max()
assert np.abs(hfd - hessW(d0)).max() < 1e-5 * np.abs(hfd).max()
assert abs(np.sum(eps * hfd)) < 1e-4 * np.abs(hfd).max()

# ---- real-space tails: full solution, images removed by extrapolation in N^-3, N^-5
G = {N: coupling(qgrid(N), pairs)[0] for N in (8, 16, 32, 40, 48)}
Ns = np.array([32., 40., 48.]); t = Ns / 8
wN = np.linalg.solve(np.array([t ** 0, t ** -3, t ** -5]), [1., 0., 0.])
real = [[to_real(G[int(N)][i], int(N)) for N in Ns] for i in range(3)]
ginf = lambda i, R: sum(w * x[tuple(R)] for w, x in zip(wN, real[i]))
rays = [((1, 0, 0), (6, 8, 10)), ((0, 0, 1), (5, 7, 9)), ((1, 1, 1), (4, 5, 6)), ((1, -1, 0), (5, 6, 7))]
c2 = np.zeros((3, 4)); c3 = np.zeros((3, 4)); units = []
for j, (v, ms) in enumerate(rays):
    v = np.array(v); ms = np.array(ms); ln = np.linalg.norm(v * lat); units.append(-v * lat / ln)
    for i in range(3):
        gp = np.array([ginf(i, m * v) for m in ms]); gm = np.array([ginf(i, -m * v) for m in ms])
        c2[i, j] = np.polyfit(1.0 / ms ** 2, (gp - gm) / 2 * (ms * ln) ** 2, 2)[-1]
        c3[i, j] = np.polyfit(1.0 / ms ** 2, (gp + gm) / 2 * (ms * ln) ** 3, 2)[-1]
p2 = np.array([e2 * Zs @ gradW(u) for u in units])
pred3 = lambda T: np.array([-e2 * np.sum(T * hessW(u)) for u in units])
print('tail coefficients along Rp = 100, 001, 111, 1-10')
print(f'R^-2 ss0 computed {fmt(c2[0])} eV A'); print(f'R^-2 ss0 formula  {fmt(p2)} eV A')
assert np.abs(c2[0] - p2).max() < 0.02 * np.abs(p2).max()
for i in range(3):
    pr = pred3(Mt[i]); err = np.abs(c3[i] - pr).max()
    if i:
        print(f'R^-2 {names[i]} computed {fmt(c2[i])} eV A')
        assert np.abs(c2[i]).max() < 0.01 * np.abs(p2).max()
    print(f'R^-3 {names[i]} computed {fmt(c3[i])} eV A^2'); print(f'R^-3 {names[i]} formula  {fmt(pr)} eV A^2')
    assert err < 0.02 * np.abs(pr).max()
    if i == 0:
        noL, noQ = pred3(Q / 2 - sym(Zs, rt[0])), pred3(Mt[0] - Q / 2)
        print(f'R^-3 ss0 without L {fmt(noL)} eV A^2'); print(f'R^-3 ss0 without Q {fmt(noQ)} eV A^2')
        assert np.abs(c3[0] - noL).max() > 5 * err and np.abs(c3[0] - noQ).max() > 5 * err
print(f'100 ss0 formula in a.u.: R^-2 {p2[0] / hartree / bohr:.4f} Ha bohr, '
      f'R^-3 {pred3(Mt[0])[0] / hartree / bohr ** 2:.4f} Ha bohr^2')
for m in (2, 5, 10):
    R = np.array([m, 0, 0])
    print(f'Rp={m * lat[0]:.0f} A along x: g ss0 {ginf(0, R):.4e}, sp0 {ginf(1, R):.4e}, sp1 {ginf(2, R):.4e} eV/A')

# ---- Fourier interpolation
def longrange(q):
    dip = 0; qd = 0
    for n in itertools.product(NG, NG, NG):
        k = [q[i] + 2 * np.pi * n[i] / lat[i] for i in range(3)]
        den = sum(eps[i, j] * k[i] * k[j] for i in range(3) for j in range(3))
        w = np.where(den > 1e-14, cc * e2 * np.exp(-den / (4 * eta ** 2)) / np.maximum(den, 1e-14), 0.0)
        dip = dip + 1j * w * sum(Zs[i] * k[i] for i in range(3))
        qd = qd + w * sum(Mt[0][i, j] * k[i] * k[j] for i in range(3) for j in range(3))
    return dip, qd
def interpolate(g, N, q):
    idx = np.arange(-N // 2, N // 2 + 1); w = np.ones(N + 1); w[0] = w[-1] = 0.5
    ext = to_real(g, N)[np.ix_(idx % N, idx % N, idx % N)]
    e = [w * np.exp(1j * np.outer(q[:, i] * lat[i], idx)) for i in range(3)]
    return np.einsum('abm,ma,mb->m', ext @ e[2].T, e[0], e[1])
scaled = lambda N: 2 * np.pi * 0.3 * dirs / (N * lat)
errs = {}; lim = g_0(dirs, 0)
print('rms error at q = 0.3 grid steps (eV/A): ss0 plain, -dip, -dip-quad, sp0 plain; rms|g ss0|')
for N in (8, 16, 32):
    q = np.vstack([scaled(N), 1e-5 * dirs]); ex = coupling(cols(q), pairs)[0]
    dg, qg = longrange(qgrid(N)); dq, qq = longrange(cols(q))
    e_plain = ex[0] - interpolate(G[N][0], N, q)
    e_dip = ex[0] - dq - interpolate(G[N][0] - dg, N, q)
    e_all = ex[0] - dq - qq - interpolate(G[N][0] - dg - qg, N, q)
    e_sp = ex[1] - interpolate(G[N][1], N, q)
    errs[N] = np.array([rms(x[:8]) for x in (e_plain, e_dip, e_all, e_sp)])
    assert np.abs(e_dip[8:] - lim).max() < 0.01 * np.abs(lim).max()
    assert np.abs(e_all[8:]).max() < 0.01 * np.abs(lim).max()
    print(f'N={N:2d}: {fmt(errs[N])}; {rms(ex[0][:8]):.3f}; max q->0 error (-dip) {np.abs(e_dip[8:]).max():.4f}')
expo = np.log2(errs[32] / errs[16])
print(f'exponents of N (16 to 32): {fmt(expo, 3)}')
print(f'q->0 angular term ss0 over 8 directions: min {lim.min():.4f}, max {lim.max():.4f}, '
      f'half spread {(lim.max() - lim.min()) / 2:.4f} eV/A')
assert np.abs(expo - np.array([1, 0, -1, 0])).max() < 0.2

# ---- control: Thomas-Fermi kernel 1/(K^2+k0^2) makes g analytic in q
k0 = 1.0; ctl = []
for N in (6, 12):
    q = scaled(N)
    ctl.append(rms(coupling(cols(q), pairs[:1], k0=k0)[0][0]
                   - interpolate(coupling(qgrid(N), pairs[:1], k0=k0)[0][0], N, q)))
print(f'control k0 = {k0:.1f} 1/A: plain error N=6 {ctl[0]:.3e}, N=12 {ctl[1]:.3e} eV/A')
assert ctl[1] < 0.05 * ctl[0]
print('ALL CHECKS PASSED')
```

Output:

```
a, c = 3.0, 3.6 A; Omega = 32.40 A^3; e^2 = 14.3996 eV A
alpha = 4.0 A^3; s = 1.0 A; sigma = 1.0 A; Z = 2.0 e; eta = 1.0 1/A
tau (fractional) = 0.30 0.20 0.35; self-field gamma = 0.0940 1/A^3
kappa from det S = 1.1428 per cell = 0.3809 1/A; sampled max|dV| = 4.430 eV/A
Re= 0 cells: g_sp(Re,0) = -2.044e+00, max over Rp = 2.044e+00 eV/A, overlap O = 7.952e-01
Re= 1 cells: g_sp(Re,0) = -2.187e-02, max over Rp = 1.989e-01 eV/A, overlap O = 2.120e-01
Re= 2 cells: g_sp(Re,0) = -2.162e-02, max over Rp = 4.943e-02 eV/A, overlap O = 6.156e-02
Re= 5 cells: g_sp(Re,0) = -7.242e-04, max over Rp = 7.362e-04 eV/A, overlap O = 1.670e-03
Re=10 cells: g_sp(Re,0) = -1.905e-06, max over Rp = 1.905e-06 eV/A, overlap O = 4.813e-06
decay rate Re=5..10: sqrt(n) g 1.1188, O 1.1698 per cell
eps diag = 3.3324 3.3324 3.0033; Z* (x displacement) = 2.0348 0.0013 0.0036 e
Q xx yy zz xy xz yz = 0.9004 -0.0985 -0.1087 -0.0546 -0.1886 -0.0005 e A
ss0: position dipole x = 0.0000 A; local field L = -0.0915 -0.0756 -0.1898 A
sp0: position dipole x = 0.6606 A; local field L = 0.0416 0.0046 0.0097 A
sp1: position dipole x = 0.1726 A; local field L = -0.0174 0.0006 0.0012 A
small-q remainder rms (eV/A): q=0.02 1/A 0.0105 0.0071 0.0098; q=0.01 1/A 0.0053 0.0035 0.0049
tail coefficients along Rp = 100, 001, 111, 1-10
R^-2 ss0 computed 9.2464 0.0156 4.6728 6.5452 eV A
R^-2 ss0 formula  9.2620 0.0156 4.6828 6.5452 eV A
R^-3 ss0 computed -6.3188 2.7719 -0.7900 -0.9293 eV A^2
R^-3 ss0 formula  -6.2889 2.7508 -0.7880 -0.9289 eV A^2
R^-3 ss0 without L -4.5970 2.0309 1.4561 -1.5595 eV A^2
R^-3 ss0 without Q -1.6919 0.7199 -2.2440 0.6306 eV A^2
R^-2 sp0 computed -0.0003 -0.0000 0.0000 -0.0001 eV A
R^-3 sp0 computed 13.0560 -5.5751 -0.8783 3.1750 eV A^2
R^-3 sp0 formula  13.0063 -5.5639 -0.8689 3.1816 eV A^2
R^-2 sp1 computed 0.0000 -0.0000 0.0000 -0.0000 eV A
R^-3 sp1 computed 2.8843 -1.2260 -0.2062 0.7060 eV A^2
R^-3 sp1 formula  2.8735 -1.2292 -0.2040 0.7090 eV A^2
100 ss0 formula in a.u.: R^-2 0.6432 Ha bohr, R^-3 -0.8253 Ha bohr^2
Rp=6 A along x: g ss0 2.3250e-01, sp0 4.8479e-02, sp1 7.8989e-02 eV/A
Rp=15 A along x: g ss0 4.0635e-02, sp0 4.2773e-03, sp1 1.4930e-03 eV/A
Rp=30 A along x: g ss0 1.0123e-02, sp0 5.0380e-04, sp1 1.3446e-04 eV/A
rms error at q = 0.3 grid steps (eV/A): ss0 plain, -dip, -dip-quad, sp0 plain; rms|g ss0|
N= 8: 28.1291 0.5405 0.0664 1.2292; 32.210; max q->0 error (-dip) 1.0007
N=16: 56.1574 0.5423 0.0331 1.2354; 64.465; max q->0 error (-dip) 1.0007
N=32: 112.2643 0.5427 0.0165 1.2370; 128.951; max q->0 error (-dip) 1.0007
exponents of N (16 to 32): 0.999 0.001 -1.001 0.002
q->0 angular term ss0 over 8 directions: min -0.1124, max 1.0007, half spread 0.5566 eV/A
control k0 = 1.0 1/A: plain error N=6 8.471e-02, N=12 1.138e-03 eV/A
ALL CHECKS PASSED
```
